# Thermal Conductivity from Evans' Homogeneous Driving Force, part 2

We seek the thermal conductivity $\kappa$ of a classical fluid of $N$ identical molecules of mass $m$, with central pair forces, in a periodic box of volume $V$ at temperature $T$. Molecule $i$ has position $\mathbf r_i$, momentum $\mathbf p_i$, velocity $\mathbf v_i=\mathbf p_i/m$ and energy $e_i$, with mean $\bar e$ over the molecules and pair energy $\phi$:

$$
e_i=\frac{p_i^2}{2m}+\frac12\sum_{j\neq i}\phi(r_{ij}),\qquad H_0=\sum_i e_i . \tag{3}
$$

Here $\mathbf r_{ij}=\mathbf r_i-\mathbf r_j$, $\mathbf f_{ij}$ is the force on $i$ from $j$, and $\mathbf f_i=\sum_{j\ne i}\mathbf f_{ij}$. A uniform field $\mathbf F$, in units of inverse length, adds the force

$$
\mathbf G_i=(e_i-\bar e)\,\mathbf F+\frac12\sum_{j\ne i}\mathbf f_{ij}(\mathbf r_{ij}\cdot\mathbf F)-\frac1{2N}\sum_{j\neq k}\mathbf f_{jk}(\mathbf r_{jk}\cdot\mathbf F). \tag{1}
$$

The total momentum $\mathbf P$ stays zero. The heat current density $\mathbf J$, the work done by the field and the phase-space divergence are given by

$$
V\mathbf J=\sum_ie_i\mathbf v_i+\frac12\sum_{i\ne j}\mathbf r_{ij}(\mathbf f_{ij}\cdot\mathbf v_i). \tag{6}
$$

$$
\dot H_0=\sum_ie_i\mathbf v_i\cdot\mathbf F+\frac12\sum_{i\neq j}(\mathbf f_{ij}\cdot\mathbf v_i)(\mathbf r_{ij}\cdot\mathbf F)=V\mathbf J\cdot\mathbf F. \tag{8}
$$

$$
\sum_i\frac{\partial}{\partial\mathbf p_i}\cdot\mathbf G_i=\left(1-\frac1N\right)\frac{\mathbf P\cdot\mathbf F}{m}=0\quad\text{for }\mathbf P=0. \tag{9}
$$

With $\mathbf F$ along $x$,

$$
\kappa=\lim_{F\to0}\ \lim_{t\to\infty}\frac{\langle J_x\rangle}{T F}. \tag{2}
$$

Without a thermostat, a field switched on at $t=0$ changes the equilibrium density $\rho_0\propto\delta(\mathbf P)e^{-\beta H_0}$, $\beta=1/k_{\rm B}T$, by $\rho_1$. With $\mathcal L_0$ the rate of change along undriven motion and $\langle\cdot\rangle_0$ an equilibrium average, to first order

$$
(\partial_t+\mathcal L_0)\rho_1=-\sum_i\mathbf G_i\cdot\frac{\partial\rho_0}{\partial\mathbf p_i}=\beta V J_xF\,\rho_0. \tag{10}
$$

$$
\langle J_x(t)\rangle=\frac{VF}{k_{\rm B}T}\int_0^t\langle J_x(s)J_x(0)\rangle_0\,ds. \tag{12}
$$

A static identity tests the prefactor:

$$
\frac1F\left\langle\sum_i\mathbf G_i\cdot\frac{\partial(VJ_x)}{\partial\mathbf p_i}\right\rangle_0=\beta\langle(VJ_x)^2\rangle_0. \tag{13}
$$

Ordinary conduction gives

$$
\kappa=\frac{V}{k_{\rm B}T^2}\int_0^\infty\langle J_x(s)J_x(0)\rangle_0\,ds. \tag{16}
$$

Thus $\langle J_x\rangle=\kappa TF$ if the field is made weak before the time is made long. To first order $F$ replaces $-\partial_xT/T$, without an actual gradient. A steady state still needs a thermostat.

### Heating and its removal

Once the current has settled, the work per unit volume and time is

$$
w=\langle J_x\rangle F=\kappa TF^2. \tag{17}
$$

It is of second order in the field, which is why (12), a first-order result, could be derived without a thermostat. At any fixed $F$, however, the energy keeps growing while the mean current runs along the field, and the long-time average in (2) would have no steady state to refer to. A uniform friction removes the energy:

$$
\dot{\mathbf p}_i=\mathbf f_i+\mathbf G_i-\alpha\mathbf p_i,\qquad
\alpha=\frac{\sum_i\mathbf v_i\cdot(\mathbf f_i+\mathbf G_i)}{2K},\qquad K=\sum_i\frac{p_i^2}{2m}. \tag{18}
$$

Because $\sum_i\mathbf v_i\cdot\mathbf p_i=2K$, this choice gives $\dot K=0$: the kinetic energy keeps a set value $K_0$. The total momentum remains zero. The coefficient $\alpha$ may have either sign and has no dependence on place, so no region acts as a reservoir.

The friction must not spoil the response. To see what it does, split $\alpha$ into $\alpha_0$ from the ordinary forces and $\alpha_G=VJ_xF/2K$ from the field. Within $\alpha_G$, let $\alpha_K$ be the part that comes from the kinetic energies in $e_i$.

The momenta have $d=3N-3$ free components. The divergence of the friction term is $-d\,\alpha-\sum_i\mathbf p_i\cdot\partial\alpha/\partial\mathbf p_i$. The last sum counts powers of momentum. All of $\alpha$ except $\alpha_K$ is of degree $-1$ (one velocity over $K$), and $\alpha_K$ is of degree $+1$ (three powers over two). The divergence is thus

$$
\Lambda=-(d-1)\alpha-2\alpha_K. \tag{19}
$$

Try the density $\rho_0\propto\delta(K-K_0)\,e^{-\beta\Phi}$, with $\Phi$ the total potential energy. The delta function is constant along the motion. The exponential changes at the relative rate $-\beta\dot\Phi=\beta\sum_i\mathbf f_i\cdot\mathbf v_i=2\beta K_0\alpha_0$. The source that drives the density away from $\rho_0$ is minus the divergence minus this rate, times $\rho_0$:

$$
\left[(d-1)\alpha+2\alpha_K-2\beta K_0\alpha_0\right]\rho_0 . \tag{20}
$$

Without the field this is $(d-1-2\beta K_0)\alpha_0\rho_0$. It vanishes if

$$
K_0=\frac{3N-4}{2}\,k_{\rm B}T, \tag{21}
$$

which fixes the kinetic energy that belongs to temperature $T$. With the field, (20) becomes $[(d-1)\alpha_G+2\alpha_K]\rho_0$, and by (21) the first term is $\beta VJ_xF\rho_0$. This is the source found in (10). The second term changes the kinetic part of the source by the fraction $2/(3N-4)$, which is 0.6 % for $N=108$.

The undriven motion is now also thermostatted, with $\alpha_0=-\dot\Phi/2K_0$. Since $\dot\Phi$ fluctuates as $N^{1/2}$ and $K_0$ grows as $N$, the friction is of order $N^{-1/2}$ and its effect over a fixed correlation time fades in a large system. For large $N$ the thermostatted fluid thus has the same linear response as the Newtonian one. Equation (2) then follows if the limits of weak field and long time can be exchanged, which is assumed here.

### Statistical error and choice of field

Let $\bar J$ be the average of $J_x$ over a time $t$ much longer than the decay of its correlation. Its variance in equilibrium is a double time integral of the correlation, divided by $t^2$. For long $t$ the double integral tends to $2t\int_0^\infty\langle J_x(s)J_x(0)\rangle_0ds$. With (16),

$$
\mathrm{Var}(\bar J)=\frac{2\kappa k_{\rm B}T^2}{Vt},\qquad
\frac{\Delta\kappa}{\kappa}=\frac{\sqrt{\mathrm{Var}(\bar J)}}{\kappa TF}=\frac1F\sqrt{\frac{2k_{\rm B}}{\kappa Vt}} . \tag{22}
$$

A field ten times weaker needs a run a hundred times longer for the same relative error. This favours strong fields, while (2) asks for weak ones. An estimate of the limit follows from the equivalent gradient: over the distance $\ell$ that a carrier of heat travels between collisions, $T$ would change by the fraction $F\ell$, and this should be small. This condition is necessary but may not be sufficient, since it ignores collective motion, which can depend on the length of the box. Linearity should therefore be checked at the box size used. In a liquid $\ell$ is of the order of the spacing of molecules, within a factor of about two either way. For the model below the spacing is 0.54 nm, so $F$ times the spacing is 0.11 and 0.22 for the two fields used; the stronger field is not clearly weak by this measure. In crystalline silicon much of the heat is carried by phonons with paths of roughly 100 nm or more, so there $F$ must be far below 0.01 nm$^{-1}$.

Silicon also breaks another condition. Its usual interatomic potentials contain many-body forces, for which (1) and (6) are not valid as written. One must then derive the current of that potential and build a force that satisfies the counterparts of (8) and (9).

### A model liquid for immersion cooling

Chips can be cooled by immersion in a dielectric liquid. A rough model of a compact halogenated molecule is a sphere with $m=150$ u, diameter $\sigma=0.50$ nm and well depth 28 meV, at 300 K and 6.2 molecules per nm³. The pair energy is the Lennard-Jones form, cut at 1.25 nm. A constant and a term proportional to $r^2$ are added so that energy and force both reach zero at the cut. They reduce the actual well depth from 28 to about 26 meV. The box holds 108 molecules and has an edge of 2.592 nm.

The equations of motion are integrated in steps of 25 fs: half a momentum update, a full position update, and another half momentum update. The velocity-dependent forces are evaluated at the midpoint of each momentum update, after which the momenta are rescaled to keep (21). A crystal is melted at high temperature and cooled to 300 K before data are taken.

The two driven runs give the following, with standard errors from the scatter of ten time blocks.

| $F$ (nm$^{-1}$) | time (ps) | $\kappa$ (W/(m K)) | error | error from (22) |
|---|---|---|---|---|
| 0.2 | 175 | 0.0488 | 0.0031 | 0.0033 |
| 0.4 | 112.5 | 0.0395 | 0.0025 | 0.0019 |

For the stronger field the arithmetic of (2) is as follows. The mean current is $4.742\times10^5$ W/cm², or $4.742\times10^9$ W/m². The equivalent gradient is $TF=300\times0.4=120$ K/nm, or $1.2\times10^{11}$ K/m. The ratio is 0.0395 W/(m K).

A real gradient of that size would change the temperature by $120\times2.592=311$ K across the box. The driven liquid shows no such standing profile. With the box divided into four slabs along $x$, the largest deviation of a slab's mean temperature from the average of the four is 3.1 % at the stronger field and 0.9 % at the weaker one. These are time averages and would not reveal a travelling wave.

By (17), the work per molecule at the stronger field is

$$
\frac{\kappa TF^2}{n}=\frac{0.0395\times300\times(4\times10^8)^2}{6.2\times10^{27}}\ \text{W}=3.06\times10^{-10}\ \text{W}=1.91\ \text{meV/ps}, \tag{23}
$$

with $n$ the number density. The heat capacity at constant volume follows from the fluctuation of the potential energy, $c_V/k_{\rm B}=\frac32+\mathrm{Var}(\Phi)/(Nk_{\rm B}^2T^2)$, because without the field the positions are distributed as $e^{-\beta\Phi}$. By symmetry a weak field changes this variance only in second order, so the weaker driven run can be used; it gives 2.29. Without the thermostat the liquid would therefore at first warm at about $1.91/(2.29\times0.0862)=9.7$ K/ps, and would leave its state point within a few picoseconds.

### Comparison with equilibrium fluctuations

A Newtonian run of 200 ps without field or thermostat supplies the integral (16). Such a run keeps the energy left by its preparation, and its temperature settled at 324 K, not 300 K. The comparison is therefore made at equal density but not at equal temperature.

Averaged over the three directions, the integral gives 0.0372 W/(m K) when stopped at 1.5 ps and 0.0364 W/(m K) at 3.0 ps, the latter with a standard error of 0.0054 W/(m K). The two sides of the static identity (13), evaluated in the same run, have the ratio 1.08. The statistical error of this ratio was not measured.

The value at 0.4 nm$^{-1}$ differs from the fluctuation result by half a combined standard error. The value at 0.2 nm$^{-1}$ lies 2.0 combined errors above the fluctuation result and 2.3 above the value at the stronger field. The runs are thus compatible at the level of three standard errors, but they hardly test linearity: the two driven values differ by $22\pm9$ %, so a difference of up to about 40 % lies within two standard errors.

What this means for $\kappa$ depends on how the difference is read. Reversing $F$ reverses $J_x$, so the ratio $\langle J_x\rangle/(TF)$ is even in $F$. If its first correction is a term in $F^2$, the two runs extrapolate to

$$
\kappa=\frac{4\times0.0488-0.0395}{3}=0.052\ \text{W/(m K)}, \tag{24}
$$

with an error of 0.004 W/(m K). If there is no field dependence, the mean weighted by inverse squared errors is 0.043 W/(m K). The fluctuation result, which involves no field, lies below both and so does not support the extrapolation. Taken together, the data justify no more than $\kappa\approx0.035$ to $0.05$ W/(m K) for the model. Longer runs at several weak fields would be needed to narrow this range. Dependence of $\kappa$ on the number of molecules, the cutoff and the time step was not examined.

### The field that a chip would impose

A heat flux of 100 W/cm² is $10^6$ W/m². With $\kappa=0.0395$ W/(m K), conduction through this liquid would need a gradient of 0.025 K/nm, which corresponds to $F=8.4\times10^{-5}$ nm$^{-1}$. The stronger field of the example is about 4700 times larger. By (22), a run at the chip's own field would need $4742^2$ times the 112.5 ps used here, about 2.5 ms, for the same relative error.

The gradient itself, 25 K per micrometre, shows that such a flux cannot cross a thick layer of still liquid. In immersion cooling the liquid must move or boil, and $\kappa$ matters mainly in the thin layer next to the surface. Boiling has a limit too: in a still pool of a typical fluorocarbon at atmospheric pressure, a plain surface can pass only some 10 to 20 W/cm². A chip at 100 W/cm² therefore needs further measures, such as spreading the heat over a larger area, a structured surface or a forced flow.

### The model beside real liquids

Halogenated coolants have conductivities of roughly 0.06 to 0.1 W/(m K), somewhat above the model. Two features of the model are far from the real case. It is a liquid only under pressure: the Newtonian run at 324 K has 59 MPa, hundreds of times atmospheric pressure. More than half of this value is due to the cut and the added terms: evaluating the uncut Lennard-Jones forces on the same liquid structure gives roughly 20 MPa, which is still far above atmospheric pressure. Argon, which the Lennard-Jones form describes well, boils at about 0.73 times its well depth divided by $k_{\rm B}$. For 28 meV this rule gives 237 K, so in an open bath at 300 K the model would be a vapour. In addition, its molecules have no internal motion.

A nonlinear molecule of five atoms has three rotations and nine vibrations. Classically, with free rotation and harmonic vibrations, these hold $\frac32+9=10.5\,k_{\rm B}$ of heat capacity. Stiff vibrations are partly frozen at 300 K, which lowers this value, while hindrance of the rotation by neighbours can raise it. Two estimates show what this could add to $\kappa$:

- If internal energy moves only with the diffusing molecule, it adds $nDc_{\rm int}$, where $c_{\rm int}$ is the internal heat capacity per molecule. The mean square displacement between 3 and 9 ps in the Newtonian run gives $D=4.55\times10^{-5}$ cm²/s. This value is uncertain by a few per cent, and the small periodic box lowers it: the usual hydrodynamic correction for box size would raise $D$ by about 20 %. The addition is 0.004 to 0.005 W/(m K), about a tenth of the result.
- If internal energy passes between neighbours as readily as the energy of the spheres, one may assign it the same ratio of conductivity to heat capacity at constant volume, $\kappa/(nc_V)$. The addition is then $0.0395\times10.5/2.29=0.18$ W/(m K), several times the result. The actual thermal diffusivity contains the larger heat capacity at constant pressure, even in a closed box, because over long distances sound evens out the pressure faster than heat spreads. For the model this heat capacity is roughly $4\,k_{\rm B}$ per molecule, and sharing that diffusivity would give about 0.1 W/(m K), still more than twice the result.

The neglect of internal motion may therefore cause a large error, and the model cannot predict the conductivity of a particular coolant. A molecular model with internal motion needs a heat current and a driving force of its own.

Quantum effects on the motion of whole molecules are small by comparison. For a molecule bound harmonically at frequency $\omega$, the mean square force is $\langle|\mathbf f_i|^2\rangle=3m\omega^2k_{\rm B}T$. The measured forces then give $\hbar\omega/k_{\rm B}T=0.11$. The kinetic energy of a quantum oscillator exceeds the classical value by the fraction $(\hbar\omega/k_{\rm B}T)^2/12$ to leading order, here 0.1 %.

Numerical values quoted here were computed with a short program.
